**Clausius-Clapeyron slope of a field-induced polar transition**

The program tests dE_t/dT = −(ΔS + Δη dσ/dT)/ΔP. Here E_t is the field of equal Gibbs energy, T the temperature and σ the stress; ΔS, ΔP and Δη are the polar-minus-nonpolar differences of entropy, polarization and strain at E_t. In a Landau model it tracks E_t numerically and asserts that its slope agrees with separately obtained entropy and polarization differences, with and without stress drift. It also asserts the slopes of the two stability fields, the approach to the critical end point, and the energy balances for reversible and hysteretic charging. A second model of coupled cells counts entropy from state probabilities and asserts the same relation, with a slope that becomes small on cooling. At 300 K the Landau example gives 0.490 MV/(m K), while the midpoint of the ideal loop gives 0.513 MV/(m K). At a peak field of 200 MV/m, the efficiency of the ideal loop rises from 47% at 250 K to 90% at 400 K.

## Numerical check

```python
"""Clausius-Clapeyron law for a field-induced nonpolar-to-polar transition.

Result under test: dE_t/dT = -(dS + d_eta * dsigma/dT) / dP, where
E_t is the field of equal Gibbs energy, and dS, dP, d_eta are the entropy,
polarization and strain of the polar phase minus those of the nonpolar phase,
all taken at E_t; sigma is the stress.
Landau model (SI units, per volume):
F = a P^2/2 - B P^4/4 + C P^6/6, a = A300 + A_SLOPE (T-300 K) - 2 Q sigma.
Cell model (coupling energy = dipole = k_B = 1): three cell states with spin
0, +1, -1, each with a harmonic ladder, and infinite-range coupling.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq

A300, A_SLOPE = 2.2e9, 4.0e6      # V m/C, V m/(C K)
B, C = 1.2e11, 2.0e12             # V m^5/C^3, V m^9/C^5
Q, STRESS_RATE = -0.1, -1.0e6     # m^4/C^2, Pa/K
E_PEAK = 2.0e8                    # V/m
P_LIMIT = 0.6                     # C/m^2, above every polarization used


def close(x, y, rel):
    return abs(x - y) <= rel * max(abs(x), abs(y))


def stiffness(T, sigma=0.0):
    return A300 + A_SLOPE * (T - 300.0) - 2.0 * Q * sigma


def free_energy(P, a):
    return a * P**2 / 2 - B * P**4 / 4 + C * P**6 / 6


def field(P, a):
    return a * P - B * P**3 + C * P**5


def stability_limits(a):
    """Polarizations where dE/dP = 0: end of nonpolar, end of polar phase."""
    squares = np.sort(np.roots([5 * C, -3 * B, a]).real)
    return np.sqrt(squares)


def branch(E, a, polar):
    p_low, p_high = stability_limits(a)
    ends = (p_high, P_LIMIT) if polar else (0.0, p_low)
    return brentq(lambda P: field(P, a) - E, *ends, xtol=1e-15)


def gibbs(T, E, polar, sigma=0.0):
    a = stiffness(T, sigma)
    P = branch(E, a, polar)
    return free_energy(P, a) - E * P


def threshold(T, sigma=0.0):
    a = stiffness(T, sigma)
    p_low, p_high = stability_limits(a)
    e_up, e_down = field(p_low, a), field(p_high, a)
    margin = 1e-4 * (e_up - e_down)
    return brentq(lambda E: gibbs(T, E, True, sigma)
                  - gibbs(T, E, False, sigma),
                  e_down + margin, e_up - margin, xtol=1e-7)


def slope(function, x, h):
    return (function(x + h) - function(x - h)) / (2 * h)


def entropy(T, E, polar):
    return -slope(lambda t: gibbs(t, E, polar), T, 0.5)


def reversible_work(T):
    a, et = stiffness(T), threshold(T)
    pn, pp = branch(et, a, False), branch(et, a, True)
    pm = branch(E_PEAK, a, True)
    return (quad(field, 0, pn, args=(a,))[0] + et * (pp - pn)
            + quad(field, pp, pm, args=(a,))[0])


def loop_work(T):
    """Charging and recovered work when switching at the stability limits."""
    a = stiffness(T)
    p1, p2 = stability_limits(a)
    e1, e2 = field(p1, a), field(p2, a)
    land_up, land_down = branch(e1 * (1 - 1e-12), a, True), \
        branch(e2 * (1 + 1e-12), a, False)
    pm = branch(E_PEAK, a, True)
    charge = (quad(field, 0, p1, args=(a,))[0] + e1 * (land_up - p1)
              + quad(field, land_up, pm, args=(a,))[0])
    recover = (quad(field, p2, pm, args=(a,))[0] + e2 * (p2 - land_down)
               + quad(field, 0, land_down, args=(a,))[0])
    drop_up = (free_energy(p1, a) - e1 * p1
               - free_energy(land_up, a) + e1 * land_up)
    drop_down = (free_energy(p2, a) - e2 * p2
                 - free_energy(land_down, a) + e2 * land_down)
    return charge, recover, drop_up, drop_down


print("Landau model, fields in MV/m, slopes in MV/(m K)")
print(f"a(300 K) = {A300:.2e} V m/C, a' = {A_SLOPE:.1e} V m/(C K)")
print(f"B = {B:.2e} V m^5/C^3, C = {C:.2e} V m^9/C^5")
print(f"nonpolar relative permittivity, 300 K, zero field = "
      f"{1 + 1 / (epsilon_0 * A300):.1f}")
saved = {}
for T in (250.0, 300.0, 350.0, 400.0):
    a, et = stiffness(T), threshold(T)
    pn, pp = branch(et, a, False), branch(et, a, True)
    dS = entropy(T, et, True) - entropy(T, et, False)
    dP = -slope(lambda E: gibbs(T, E, True) - gibbs(T, E, False), et, 1e4)
    tracked = slope(threshold, T, 0.5)
    assert close(dP, pp - pn, 1e-5)
    assert close(tracked, -dS / dP, 1e-4)
    assert close(tracked, A_SLOPE * (pp + pn) / 2, 1e-4)
    assert close(dS, -A_SLOPE * (pp**2 - pn**2) / 2, 1e-4)
    area = quad(lambda P: field(P, a) - et, pn, pp)[0]
    assert abs(area) < 1e-7 * et * (pp - pn)
    limits = stability_limits(a)
    limit_slopes = []
    for i in (0, 1):
        numeric = slope(lambda t: field(stability_limits(stiffness(t))[i],
                                        stiffness(t)), T, 0.5)
        assert close(numeric, A_SLOPE * limits[i], 1e-4)
        limit_slopes.append(numeric)
    e_up, e_down = field(limits[0], a), field(limits[1], a)
    assert 0 < e_down < et < e_up < E_PEAK
    saved[T] = (et, tracked, dS, dP, pn, pp, limits, limit_slopes)
    print(f"T = {T:.0f} K: E_down {e_down/1e6:.2f}, E_t {et/1e6:.2f}, "
          f"E_up {e_up/1e6:.2f}, midpoint {(e_up+e_down)/2e6:.2f}")
    print(f"  dS = {dS/1e3:.2f} kJ/(m^3 K), dP = {dP:.4f} C/m^2")
    print(f"  dE_t/dT: tracked {tracked/1e6:.4f}, -dS/dP {-dS/dP/1e6:.4f}, "
          f"loop midpoint {sum(limit_slopes)/2e6:.4f}")

et, tracked, dS, dP, pn, pp, limits, limit_slopes = saved[300.0]
print("Details at 300 K")
print(f"P nonpolar = {pn:.4f}, P polar = {pp:.4f} C/m^2 at E_t")
print(f"P at stability limits = {limits[0]:.4f}, {limits[1]:.4f} C/m^2")
print(f"slopes of E_up, E_down = {limit_slopes[0]/1e6:.4f}, "
      f"{limit_slopes[1]/1e6:.4f} MV/(m K)")
print(f"main slope = {tracked/1e6:.4f} MV/(m K) = "
      f"{tracked/1e5:.3f} kV/(cm K)")
print(f"latent heat T dS = {300*dS/1e6:.2f} MJ/m^3")
print(f"E_t(400 K) extrapolated linearly from 300 K = "
      f"{(et + 100*tracked)/1e6:.2f} MV/m")

# Critical end point: E(P) loses its descending part there.
T_end = 300 + (9 * B**2 / (20 * C) - A300) / A_SLOPE
P_end = np.sqrt(3 * B / (10 * C))
p_grid = np.linspace(0, 0.3, 60001)
assert np.min(np.diff(field(p_grid, stiffness(T_end - 1)))) < 0
assert np.min(np.diff(field(p_grid, stiffness(T_end + 1)))) > 0
near_end = slope(threshold, T_end - 2, 0.5)
assert close(near_end, A_SLOPE * P_end, 0.01)
print(f"end point: T = {T_end:.1f} K, P = {P_end:.4f} C/m^2, "
      f"E = {field(P_end, stiffness(T_end))/1e6:.2f} MV/m")
print(f"slope 2 K below end = {near_end/1e6:.4f}, "
      f"limit a'P = {A_SLOPE*P_end/1e6:.4f} MV/(m K)")

# Stress drifting with temperature, zero at 300 K.
with_stress = slope(lambda t: threshold(t, STRESS_RATE * (t - 300)),
                    300.0, 0.5)
d_eta = -slope(lambda s: gibbs(300.0, et, True, s)
               - gibbs(300.0, et, False, s), 0.0, 1e5)
assert close(d_eta, Q * (pp**2 - pn**2), 1e-4)
assert close(with_stress, -(dS + d_eta * STRESS_RATE) / dP, 1e-4)
assert close(with_stress,
             (A_SLOPE - 2 * Q * STRESS_RATE) * (pp + pn) / 2, 1e-4)
print(f"stress: Q = {Q} m^4/C^2, rate = {STRESS_RATE/1e6:.1f} MPa/K, "
      f"strain step = {d_eta:.3e}")
print(f"slope with stress drift = {with_stress/1e6:.4f} MV/(m K)")

# Stored energy for a fixed peak field.
print(f"Energy storage, peak field = {E_PEAK/1e6:.0f} MV/m, in MJ/m^3")
for T in (250.0, 300.0, 350.0, 400.0):
    a = stiffness(T)
    pm = branch(E_PEAK, a, True)
    work = reversible_work(T)
    from_gibbs = E_PEAK * pm + gibbs(T, E_PEAK, True) - gibbs(T, 0.0, False)
    assert close(work, from_gibbs, 1e-8)
    charge, recover, drop_up, drop_down = loop_work(T)
    assert drop_up > 0 and drop_down > 0
    assert close(charge, work + drop_up, 1e-8)
    assert close(recover, work - drop_down, 1e-8)
    dP_dT = slope(lambda t: branch(E_PEAK, stiffness(t), True), T, 0.5)
    caloric = entropy(T, E_PEAK, True) - entropy(T, 0.0, False)
    work_slope = slope(reversible_work, T, 0.5)
    # Absolute floor: the two terms can nearly cancel.
    assert abs(work_slope - (E_PEAK * dP_dT - caloric)) < 1e-4 * abs(caloric)
    print(f"T = {T:.0f} K: reversible {work/1e6:.3f}, charge "
          f"{charge/1e6:.3f}, recovered {recover/1e6:.3f}, "
          f"efficiency {100*recover/charge:.1f} %")
    if T == 300.0:
        print(f"  G drops: up {drop_up/1e6:.3f}, down {drop_down/1e6:.3f}; "
              f"P at peak = {pm:.4f} C/m^2")
        print(f"  S(peak)-S(0) = {caloric/1e3:.2f} kJ/(m^3 K), "
              f"E dP/dT = {E_PEAK*dP_dT/1e3:.2f} kJ/(m^3 K)")
        print(f"  dW/dT at fixed peak field = {work_slope/1e3:.2f} "
              f"kJ/(m^3 K)")
print(f"vacuum field energy left out = {epsilon_0*E_PEAK**2/2e6:.3f} MJ/m^3")

# Cell model: entropy counted from microstate probabilities.
SOFT, STIFF, POLAR_COST = 0.05, 0.20, 0.60
levels = np.arange(250)
spin = np.repeat([0.0, 1.0, -1.0], levels.size)
energy = np.concatenate([SOFT * levels, POLAR_COST + STIFF * levels,
                         POLAR_COST + STIFF * levels])


def cell_phase(T, E, polar):
    m = 1.0 if polar else 0.0
    for _ in range(100):
        log_weight = (-energy + (m + E) * spin) / T
        top = log_weight.max()
        log_z = top + np.log(np.exp(log_weight - top).sum())
        probability = np.exp(log_weight - log_z)
        new_m = probability @ spin
        if abs(new_m - m) < 1e-15:
            break
        m = new_m
    counted_entropy = -probability @ (log_weight - log_z)
    return m, m**2 / 2 - T * log_z, counted_entropy


def cell_threshold(T):
    ratio = (1 - np.exp(-STIFF / T)) / (1 - np.exp(-SOFT / T))
    guess = POLAR_COST - 0.5 + T * np.log(ratio)
    return brentq(lambda E: cell_phase(T, E, True)[1]
                  - cell_phase(T, E, False)[1],
                  guess - 0.04, guess + 0.04, xtol=1e-15)


print("Cell model (coupling energy = dipole = k_B = 1)")
print(f"soft quantum {SOFT}, stiff quantum {STIFF}, "
      f"polar cost {POLAR_COST}")
cell_slopes = []
for T in (0.005, 0.01, 0.05, 0.15):
    et_cell = cell_threshold(T)
    m_p, _, s_p = cell_phase(T, et_cell, True)
    m_n, _, s_n = cell_phase(T, et_cell, False)
    tracked_cell = slope(cell_threshold, T, 1e-3 * T)
    assert close(tracked_cell, -(s_p - s_n) / (m_p - m_n), 1e-4)
    cell_slopes.append(tracked_cell)
    print(f"T = {T}: E_t {et_cell:.5f}, dS {s_p-s_n:.5f}, "
          f"dP {m_p-m_n:.5f}, dE_t/dT {tracked_cell:.5f}")
assert np.all(np.diff(cell_slopes) > 0) and 0 < cell_slopes[0] < 1e-3

print("OK")
```

Running it gives:

```
Landau model, fields in MV/m, slopes in MV/(m K)
a(300 K) = 2.20e+09 V m/C, a' = 4.0e+06 V m/(C K)
B = 1.20e+11 V m^5/C^3, C = 2.00e+12 V m^9/C^5
nonpolar relative permittivity, 300 K, zero field = 52.3
T = 250 K: E_down 34.39, E_t 73.77, E_up 105.26, midpoint 69.83
  dS = -75.22 kJ/(m^3 K), dP = 0.1573 C/m^2
  dE_t/dT: tracked 0.4781, -dS/dP 0.4781, loop midpoint 0.5071
T = 300 K: E_down 68.26, E_t 97.98, E_up 122.38, midpoint 95.32
  dS = -69.28 kJ/(m^3 K), dP = 0.1414 C/m^2
  dE_t/dT: tracked 0.4899, -dS/dP 0.4899, loop midpoint 0.5125
T = 350 K: E_down 101.54, E_t 122.74, E_up 140.61, midpoint 121.07
  dS = -62.57 kJ/(m^3 K), dP = 0.1250 C/m^2
  dE_t/dT: tracked 0.5005, -dS/dP 0.5005, loop midpoint 0.5176
T = 400 K: E_down 134.16, E_t 148.01, E_up 160.00, midpoint 147.08
  dS = -54.84 kJ/(m^3 K), dP = 0.1075 C/m^2
  dE_t/dT: tracked 0.5102, -dS/dP 0.5102, loop midpoint 0.5225
Details at 300 K
P nonpolar = 0.0518, P polar = 0.1932 C/m^2 at E_t
P at stability limits = 0.0883, 0.1679 C/m^2
slopes of E_up, E_down = 0.3533, 0.6717 MV/(m K)
main slope = 0.4899 MV/(m K) = 4.899 kV/(cm K)
latent heat T dS = -20.78 MJ/m^3
E_t(400 K) extrapolated linearly from 300 K = 146.97 MV/m
end point: T = 560.0 K, P = 0.1342 C/m^2, E = 231.84 MV/m
slope 2 K below end = 0.5364, limit a'P = 0.5367 MV/(m K)
stress: Q = -0.1 m^4/C^2, rate = -1.0 MPa/K, strain step = -3.464e-03
slope with stress drift = 0.4654 MV/(m K)
Energy storage, peak field = 200 MV/m, in MJ/m^3
T = 250 K: reversible 16.087, charge 20.724, recovered 9.746, efficiency 47.0 %
T = 300 K: reversible 19.692, charge 22.940, recovered 15.427, efficiency 67.2 %
  G drops: up 3.248, down 4.265; P at peak = 0.2151 C/m^2
  S(peak)-S(0) = -92.55 kJ/(m^3 K), E dP/dT = -24.75 kJ/(m^3 K)
  dW/dT at fixed peak field = 67.80 kJ/(m^3 K)
T = 350 K: reversible 22.829, charge 24.942, recovered 20.158, efficiency 80.8 %
T = 400 K: reversible 25.333, charge 26.558, recovered 23.842, efficiency 89.8 %
vacuum field energy left out = 0.177 MJ/m^3
Cell model (coupling energy = dipole = k_B = 1)
soft quantum 0.05, stiff quantum 0.2, polar cost 0.6
T = 0.005: E_t 0.10000, dS -0.00050, dP 1.00000, dE_t/dT 0.00050
T = 0.01: E_t 0.10007, dS -0.04068, dP 1.00000, dE_t/dT 0.04068
T = 0.05: E_t 0.12201, dS -0.94746, dP 0.99991, dE_t/dT 0.94754
T = 0.15: E_t 0.24336, dS -1.20371, dP 0.90879, dE_t/dT 1.32452
OK
```
